# Why halving a soft vibrational wavenumber changes the free energy: verification in Python

```python
"""Entropy gained when a soft harmonic vibration is halved in wavenumber.

Result under test: in the classical limit the molar gain is R ln 2, so T*S
rises by R*T*ln 2. With x = h c wavenumber/(k T) for the higher wavenumber,
the quantum gain is below R ln 2 by less than R x^2/32.
S: molar entropy, U: molar energy, A: molar Helmholtz energy, q: partition
function, C: molar heat capacity. Energies start at the potential minimum.
"""
import numpy as np
from scipy.constants import h, c, k, R, atomic_mass

HIGH, LOW = 20.0, 10.0       # wavenumbers in 1/cm
TEMP = 500.0                 # K
MASS_U = 50.0                # effective mass in atomic mass units


def reduced(wavenumber, temperature):
    return h * c * 100.0 * wavenumber / (k * temperature)


def classical_mode(wavenumber, temperature, mass_u):
    """Return q, U, S and rms displacement from phase-space quadrature."""
    mass = mass_u * atomic_mass
    omega = 2.0 * np.pi * c * 100.0 * wavenumber
    s = np.linspace(-2.5e-9, 2.5e-9, 1001)
    p = np.linspace(-4.0e-22, 4.0e-22, 801)
    energy = (p[:, None]**2 / (2.0 * mass)
              + 0.5 * mass * omega**2 * s[None, :]**2)
    weight = np.exp(-energy / (k * temperature))
    total = weight.sum()
    q = total * (s[1] - s[0]) * (p[1] - p[0]) / h
    u_molar = R / k * (weight * energy).sum() / total
    entropy = R * np.log(q) + u_molar / temperature
    rms = np.sqrt((weight * s[None, :]**2).sum() / total)
    return q, u_molar, entropy, rms


def level_sums(u):
    """Return S/R, C/R and A/(RT) from explicit sums over levels."""
    n = np.arange(6000)
    boltzmann = np.exp(-u * n)
    q = boltzmann.sum()
    prob = boltzmann / q
    log_prob = -u * n - np.log(q)
    entropy = -(prob * log_prob).sum()
    mean = (prob * n).sum()
    heat_capacity = u**2 * (prob * (n - mean)**2).sum()
    free_energy = 0.5 * u - np.log(q)
    return entropy, heat_capacity, free_energy


x_high, x_low = reduced(HIGH, TEMP), reduced(LOW, TEMP)
gain_formula = R * np.log(2.0)

# Classical limit: quadrature against the closed forms.
q_h, u_h, s_h, rms_h = classical_mode(HIGH, TEMP, MASS_U)
q_l, u_l, s_l, rms_l = classical_mode(LOW, TEMP, MASS_U)
for q, u, s, x in ((q_h, u_h, s_h, x_high), (q_l, u_l, s_l, x_low)):
    assert abs(q * x - 1.0) < 1e-8
    assert abs(u / (R * TEMP) - 1.0) < 1e-8
    assert abs(s - R * (1.0 - np.log(x))) < 1e-6
gain_classical = s_l - s_h
assert abs(gain_classical - gain_formula) < 1e-6
assert abs(rms_l / rms_h - 2.0) < 1e-8
assert round(gain_classical, 1) == 5.8
assert round(TEMP * gain_classical / 1000.0, 1) == 2.9

# A different mass must leave the classical entropy unchanged.
s_other_mass = classical_mode(HIGH, TEMP, 30.0)[2]
assert abs(s_other_mass - s_h) < 1e-6

# Quantum entropy slope and heat-capacity bounds, soft to stiff modes.
for u in (0.05, 0.5, 2.0, 5.0):
    step = 1e-3
    slope = (level_sums(u * np.exp(step))[0]
             - level_sums(u * np.exp(-step))[0]) / (2.0 * step)
    heat = level_sums(u)[1]
    assert abs(slope + heat) < 1e-5
    assert abs(heat - (0.5 * u / np.sinh(0.5 * u))**2) < 1e-10
    assert 1.0 - u**2 / 12.0 < heat < 1.0

# Quantum gain, its bound, and the free-energy change.
sq_h, _, a_h = level_sums(x_high)
sq_l, _, a_l = level_sums(x_low)
gain_quantum = R * (sq_l - sq_h)
deficit = gain_formula - gain_quantum
bound = R * x_high**2 / 32.0
assert 0.0 < deficit < bound
delta_a = R * TEMP * (a_l - a_h)
ratio_sinh = np.sinh(x_high / 2.0) / np.sinh(x_high / 4.0)
assert abs(delta_a + R * TEMP * np.log(ratio_sinh)) < 1e-7
series = np.log(2.0) + x_high**2 / 32.0
assert abs(-(a_l - a_h) - series) < x_high**4 / 1000.0
k_factor = np.exp(-(a_l - a_h))

# Same halving at another temperature, and a stiff counterexample.
T2 = 300.0
gain_300 = R * (level_sums(reduced(LOW, T2))[0]
                - level_sums(reduced(HIGH, T2))[0])
assert 0.0 < gain_formula - gain_300 < R * reduced(HIGH, T2)**2 / 32.0
STIFF = 2000.0
gain_stiff = R * (level_sums(reduced(STIFF / 2.0, TEMP))[0]
                  - level_sums(reduced(STIFF, TEMP))[0])
assert gain_stiff < 0.5 * gain_formula

print(f"higher wavenumber: {HIGH:.0f} cm^-1")
print(f"lower wavenumber: {LOW:.0f} cm^-1")
print(f"temperature: {TEMP:.0f} K")
print(f"effective mass: {MASS_U:.0f} u")
print(f"gas constant R: {R:.4f} J/mol/K")
print(f"thermal wavenumber kT/(hc): {k*TEMP/(h*c*100):.1f} cm^-1")
print(f"x at higher wavenumber: {x_high:.5f} (no unit)")
print(f"x at lower wavenumber: {x_low:.5f} (no unit)")
print(f"classical q, higher: {q_h:.3f} (no unit)")
print(f"classical q, lower: {q_l:.3f} (no unit)")
print(f"classical U, higher: {u_h/1000:.3f} kJ/mol")
print(f"classical U, lower: {u_l/1000:.3f} kJ/mol")
print(f"classical S, higher: {s_h:.3f} J/mol/K")
print(f"classical S, lower: {s_l:.3f} J/mol/K")
print(f"classical TS, higher: {TEMP*s_h/1000:.3f} kJ/mol")
print(f"classical TS, lower: {TEMP*s_l/1000:.3f} kJ/mol")
print(f"ln 2: {np.log(2.0):.5f} (no unit)")
print(f"classical entropy gain: {gain_classical:.4f} J/mol/K")
print(f"classical gain in TS: {TEMP*gain_classical/1000:.4f} kJ/mol")
print(f"quantum entropy gain: {gain_quantum:.4f} J/mol/K")
print(f"quantum gain in TS: {TEMP*gain_quantum/1000:.4f} kJ/mol")
print(f"R ln 2 minus quantum gain: {deficit*1000:.3f} mJ/mol/K")
print(f"upper bound R x^2/32: {bound*1000:.3f} mJ/mol/K")
print(f"quantum change in A: {delta_a/1000:.4f} kJ/mol")
print(f"factor in equilibrium constant: {k_factor:.5f} (no unit)")
print(f"rms displacement, higher: {rms_h*1e10:.3f} angstrom")
print(f"rms displacement, lower: {rms_l*1e10:.3f} angstrom")
print(f"second temperature: {T2:.0f} K")
print(f"quantum entropy gain there: {gain_300:.4f} J/mol/K")
print(f"quantum gain in TS there: {T2*gain_300/1000:.4f} kJ/mol")
print(f"stiff mode before halving: {STIFF:.0f} cm^-1")
print(f"stiff mode after halving: {STIFF/2:.0f} cm^-1")
print(f"x of stiff mode before: {reduced(STIFF, TEMP):.3f} (no unit)")
print(f"stiff-mode entropy gain at 500 K: {gain_stiff:.3f} J/mol/K")
print("tests ok")
```

Output:

```
higher wavenumber: 20 cm^-1
lower wavenumber: 10 cm^-1
temperature: 500 K
effective mass: 50 u
gas constant R: 8.3145 J/mol/K
thermal wavenumber kT/(hc): 347.5 cm^-1
x at higher wavenumber: 0.05755 (no unit)
x at lower wavenumber: 0.02878 (no unit)
classical q, higher: 17.376 (no unit)
classical q, lower: 34.752 (no unit)
classical U, higher: 4.157 kJ/mol
classical U, lower: 4.157 kJ/mol
classical S, higher: 32.053 J/mol/K
classical S, lower: 37.816 J/mol/K
classical TS, higher: 16.026 kJ/mol
classical TS, lower: 18.908 kJ/mol
ln 2: 0.69315 (no unit)
classical entropy gain: 5.7631 J/mol/K
classical gain in TS: 2.8816 kJ/mol
quantum entropy gain: 5.7623 J/mol/K
quantum gain in TS: 2.8811 kJ/mol
R ln 2 minus quantum gain: 0.860 mJ/mol/K
upper bound R x^2/32: 0.861 mJ/mol/K
quantum change in A: -2.8820 kJ/mol
factor in equilibrium constant: 2.00021 (no unit)
rms displacement, higher: 0.765 angstrom
rms displacement, lower: 1.531 angstrom
second temperature: 300 K
quantum entropy gain there: 5.7608 J/mol/K
quantum gain in TS there: 1.7282 kJ/mol
stiff mode before halving: 2000 cm^-1
stiff mode after halving: 1000 cm^-1
x of stiff mode before: 5.755 (no unit)
stiff-mode entropy gain at 500 K: 1.730 J/mol/K
tests ok
```
